# The Geometric K-Point Shift in Strained Graphene Produces No Pseudomagnetic Field

A honeycomb ribbon 160 nm wide is bent in its plane to a radius of 2000 nm, so that all three bonds at a site stretch by the same factor. If the K point is displaced according to the local strain tensor, the displacement has a curl equivalent to 5.7 T, and the first Landau level should lie at 82.8 meV. The spectrum computed at the K point's wavevector along the ribbon has its first positive level at 6.16 meV and its second at three times that energy. No Landau level of a 5.7 T field is present. Why does the displacement of the K point leave no trace?

## The counter-example

**Model.** Each site carries one orbital, and electrons hop between nearest neighbours only. There is no external magnetic field. The undeformed bonds from sublattice A to sublattice B are

$$\boldsymbol\delta_1=a(0,1),\qquad \boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right),$$

and a bond of deformed length $d$ has hopping $t\,e^{-\beta(d/a-1)}$. The round parameters are $a=0.14$ nm, $t=3$ eV and $\beta=3$. The Dirac point considered is $\mathbf K=(K_x,0)$ with $K_x=4\pi/(3\sqrt3a)=17.27\ \mathrm{nm^{-1}}$. It gives the bond phases

$$\mathbf K\cdot\boldsymbol\delta_1=0,\qquad \mathbf K\cdot\boldsymbol\delta_{2,3}=\pm\frac{2\pi}{3},$$

so $\sum_n e^{i\mathbf K\cdot\boldsymbol\delta_n}=0$.

Let $\mathbf X=(X,Y)$ label a site by its undeformed position, and let $\mathbf r=\mathbf X+\mathbf u$ be its position in the laboratory. The bend is

$$\mathbf r=\left(\rho\sin\frac XR,\ \rho\cos\frac XR-R\right),\qquad \rho(Y)=R\,e^{Y/R}.$$

Since $\rho'=\rho/R$, the deformation gradient $F_{ij}=\partial r_i/\partial X_j$ is

$$F=e^{Y/R}\begin{pmatrix}\cos(X/R)&\sin(X/R)\\-\sin(X/R)&\cos(X/R)\end{pmatrix}.$$

This is a rotation times a uniform stretch. The map is conformal, and the three bonds at a site are stretched equally, up to differences that vanish with $a/R$.

**The apparent field.** To second order in the coordinates,

$$u_x=\frac{XY}{R},\qquad u_y=\frac{Y^2-X^2}{2R}.$$

The strain $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ is therefore $\varepsilon_{xx}=\varepsilon_{yy}=Y/R$, with $\varepsilon_{xy}=\frac12(X/R-X/R)=0$. A stretched lattice has a compressed reciprocal lattice, which suggests the displacement $-\varepsilon\mathbf K=(-K_xY/R,\,0)$. Its curl is

$$-\partial_Y\left(-\frac{K_xY}{R}\right)=\frac{K_x}{R}=\frac{17.27}{2000}\ \mathrm{nm^{-2}}=0.00864\ \mathrm{nm^{-2}}.$$

Multiplication by $\hbar/e=658.2\ \mathrm{T\,nm^2}$ gives the 5.7 T quoted above.

**What the spectrum must be.** Hoppings depend on $Y$ alone, so the material wavevector along the ribbon is conserved. All ribbon levels in this text are taken at the value $K_x$ of that wavevector, where the amplitudes are $e^{iK_xX}$ times functions of $Y$. For an A site, bonds 2 and 3 contribute the phase sum $e^{2\pi i/3}+e^{-2\pi i/3}=-1$. With hoppings taken at the bond midpoints, the equation $E\psi_A=-\sum_n t_n\psi_B$ becomes

$$E\psi_A(Y)=t\left(Y-\tfrac a4\right)\psi_B\left(Y-\tfrac a2\right)-t\left(Y+\tfrac a2\right)\psi_B(Y+a).$$

In a first-order expansion the terms $t\psi_B$ cancel. The terms with $t'$ have coefficient $-\frac a4-\frac a2=-\frac{3a}4$, and those with $\psi_B'$ have $-\frac a2-a=-\frac{3a}2$. With $\hbar v(Y)=\frac32a\,t(Y)$,

$$E\psi_A=-\left[\hbar v\,\psi_B'+\tfrac12(\hbar v)'\psi_B\right].$$

The same expansion at a B site gives $E\psi_B=\hbar v\,\psi_A'+\frac12(\hbar v)'\psi_A$. There is no term that grows with $Y$ as a vector potential would, only a variable velocity.

Define $\chi=\sqrt{\hbar v}\,\psi$ and $ds=dY/\hbar v$. Multiplying both equations by $\sqrt{\hbar v}$ turns them into

$$E\chi_A=-\frac{d\chi_B}{ds},\qquad E\chi_B=\frac{d\chi_A}{ds}.$$

The lower edge ends on B sites, so the missing A amplitude vanishes there. The upper edge ends on A sites, so the missing B amplitude vanishes there. The solution is $\chi_A=\sin Es$, $\chi_B=\cos Es$. With $S=\int dY/\hbar v$ across the ribbon, $\cos ES=0$ requires

$$E_m=\left(m-\tfrac12\right)\frac{\pi}{S},\qquad m=1,2,\dots$$

A constant $\hbar v=0.630$ eV nm would give $E_1\approx\pi(0.630)/(2\times160)$ eV $=6.19$ meV. At $K_x$ the ribbon of 762 rows is a chain of 1524 sites with nearly equal hoppings and a mean spacing $3a/4$ in $Y$. The amplitudes vanish on the missing site at each end, so the effective width is $1525\times3a/4=160.125$ nm. Over this width, centred on $Y=0$, the integral with variable velocity gives 6.160 meV, and diagonalization with hoppings from the atomic positions gives 6.161 meV. The computed ribbon is centred 0.07 nm below $Y=0$; moving the integration range by the same amount gives 6.161 meV as well. The computed ratio $E_2/E_1$ is 3.000, as the formula requires; Landau levels would have ratio $\sqrt2$.

**The missing piece.** The strain tensor omits the local rotation. With $D_{ij}=\partial_ju_i$,

$$D=\frac1R\begin{pmatrix}Y&X\\-X&Y\end{pmatrix},\qquad -D^T\mathbf K=-\frac{K_x}{R}(Y,X)=-\nabla\left(\frac{K_xXY}{R}\right).$$

The second component, lost in $-\varepsilon\mathbf K$, describes the turning of the K point with the lattice. It changes the curl to $-K_x/R+K_x/R=0$.

## The general statement

Consider the same nearest-neighbour model under any smooth, one-to-one deformation of a defect-free sheet, varying slowly on the scale of a bond. Let every hopping remain smaller than the sum of the other two, so that a local Dirac point exists. Then:

1. The geometric displacement of the local K point has zero curl, for finite deformations as well as small ones.
2. To leading order in the strain and its gradient, the pseudomagnetic field comes from the differences among the three hoppings.

Geometry still acts indirectly, because bond lengths determine the hoppings. What it does not supply is a second, additive field.

### The displacement caused by hopping

Let $\mathbf p$ be the wavevector measured from $\mathbf K$ in material coordinates, and let the hoppings be $t+\delta t_n$. To first order in $\mathbf p$ and $\delta t_n$, the A–B element of the Hamiltonian is

$$h=-\sum_n\delta t_n e^{i\mathbf K\cdot\boldsymbol\delta_n}-it\sum_n(\mathbf p\cdot\boldsymbol\delta_n)e^{i\mathbf K\cdot\boldsymbol\delta_n}.$$

Put $w=e^{2\pi i/3}$, so that $w+w^*=-1$ and $w-w^*=i\sqrt3$. The second sum gives

$$-ita\left[p_y+\tfrac{\sqrt3}{2}p_x(w-w^*)-\tfrac12p_y(w+w^*)\right]
=-ita\left[\tfrac32p_y+\tfrac{3i}{2}p_x\right]=\hbar v(p_x-ip_y),$$

where $\hbar v=3ta/2$. The first sum is

$$-\left[\delta t_1-\tfrac12(\delta t_2+\delta t_3)+\tfrac{i\sqrt3}{2}(\delta t_2-\delta t_3)\right].$$

Writing this as $\hbar v(-Q_x+iQ_y)$ defines the displacement $\mathbf Q$ of the Dirac point:

$$Q_x=\frac{\delta t_1-\frac12(\delta t_2+\delta t_3)}{\hbar v},\qquad Q_y=-\frac{\sqrt3}{2}\,\frac{\delta t_2-\delta t_3}{\hbar v}.$$

The relative stretch of a bond is $\boldsymbol\delta_n\cdot\varepsilon\boldsymbol\delta_n/a^2$ to first order, hence

$$\delta t_1=-\beta t\,\varepsilon_{yy},\qquad \delta t_{2,3}=-\beta t\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}\right).$$

The combination in $Q_x$ equals $\frac34\beta t(\varepsilon_{xx}-\varepsilon_{yy})$, and $\delta t_2-\delta t_3=\sqrt3\,\beta t\,\varepsilon_{xy}$. Division by $3ta/2$ yields

$$\mathbf Q=\frac{\beta}{2a}\left(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}\right).$$

For slowly varying strain, $\mathbf p$ becomes $-i\nabla$, and $h=\hbar v(\pi_x-i\pi_y)$ with $\boldsymbol\pi=\mathbf p-\mathbf Q$. The commutator is

$$[\pi_x,\pi_y]=i(\partial_XQ_y-\partial_YQ_x)\equiv ib.$$

Squaring the Hamiltonian gives $E^2=(\hbar v)^2(\pi^2\mp b)$ on the two sublattices. For uniform $b$, the operator $\pi^2$ has eigenvalues $(2n+1)|b|$, as for a charge in a magnetic field. The levels are therefore

$$|E_n|=\hbar v\sqrt{2n|b|},\qquad |B|=\frac{\hbar}{e}|b|.$$

The gradient of the velocity has been neglected here; it belongs to the next order. At the other valley both $\mathbf K$ and $\mathbf Q$ change sign, so the opposite valley signs do not by themselves distinguish a geometric from a hopping contribution.

### The geometric displacement is a gradient

In the laboratory the bonds are $F\boldsymbol\delta_n$, and the local Dirac point $\mathbf k_D$ satisfies

$$\sum_n t_n e^{i\mathbf k_D\cdot F\boldsymbol\delta_n}=0.$$

Since $\mathbf k_D\cdot F\boldsymbol\delta_n=(F^T\mathbf k_D)\cdot\boldsymbol\delta_n$, this is the material-coordinate condition for the wavevector $F^T\mathbf k_D$. Its solution is $\mathbf K+\mathbf Q$, where $\mathbf Q$ now denotes the full displacement for the given hoppings. Thus

$$\mathbf k_D=F^{-T}(\mathbf K+\mathbf Q)\approx\mathbf K-D^T\mathbf K+\mathbf Q,$$

the last form holding to first order. The geometric term is

$$(D^T\mathbf K)_i=\sum_jK_j\,\partial_iu_j=\partial_i(\mathbf K\cdot\mathbf u).$$

For a finite deformation, $(F^{-T})_{ij}=\partial X_j/\partial r_i$, so

$$(F^{-T}\mathbf K)_i=\frac{\partial}{\partial r_i}\left[\mathbf K\cdot\mathbf X(\mathbf r)\right].$$

Its curl vanishes because mixed second derivatives commute. No expansion in strain has been used, which proves the first statement.

The same result follows for the flux. Along a closed loop $d\mathbf r=F\,d\mathbf X$, and

$$\oint\mathbf k_D\cdot d\mathbf r=\oint(\mathbf K+\mathbf Q)\cdot F^{-1}F\,d\mathbf X=\oint\mathbf Q\cdot d\mathbf X,$$

since a constant $\mathbf K$ integrates to zero around a closed material loop. A laboratory observer and one who labels atoms by their original positions find the same flux. They can disagree about its density, because the area of the loop changes with the deformation.

The physical reason lies in the site equation $E\psi_A(\mathbf X)=-\sum_nt_n(\mathbf X)\psi_B(\mathbf X+\boldsymbol\delta_n)$. It contains hoppings and connections between labelled atoms, but no laboratory coordinates. Two deformations that produce the same hoppings have the same spectrum. The geometric displacement records how the rapid phase $e^{i\mathbf K\cdot\mathbf X(\mathbf r)}$ looks in laboratory coordinates. Factoring out this phase removes it, and this completes the second statement.

### Where the apparent curl comes from

Let $\omega=\frac12(\partial_Xu_y-\partial_Yu_x)$ be the small local rotation angle. Then

$$D=\varepsilon+\begin{pmatrix}0&-\omega\\\omega&0\end{pmatrix},\qquad D^T\mathbf K=\varepsilon\mathbf K-\omega(-K_y,K_x).$$

The curl of the last vector, $\omega(-K_y,K_x)$, is $\partial_X(\omega K_x)+\partial_Y(\omega K_y)=\mathbf K\cdot\nabla\omega$. Because the left side has zero curl,

$$\operatorname{curl}(\varepsilon\mathbf K)=\mathbf K\cdot\nabla\omega.$$

The strain-only displacement $-\varepsilon\mathbf K$ thus acquires a false curl $-\mathbf K\cdot\nabla\omega$ wherever the rotation varies along $\mathbf K$. In the conformal bend $\omega=-X/R$, which reproduces $K_x/R$.

A uniform deformation shows the missing rotation directly. Take $D_{xx}=3$, $D_{xy}=-2$, $D_{yx}=5$ and $D_{yy}=1$, all in units of $10^{-4}$. The Dirac point found numerically from the deformed bonds moves by $(-0.00304,\,0.00024)\ \mathrm{nm^{-1}}$. The parts are

$$-D^T\mathbf K=(-0.00518,\,0.00345)\ \mathrm{nm^{-1}},\qquad \mathbf Q=(0.00214,\,-0.00321)\ \mathrm{nm^{-1}},$$

and their sum agrees with the numerical displacement to the expected second-order error. Using $-\varepsilon\mathbf K$ instead gives a $y$ component of $-0.00581\ \mathrm{nm^{-1}}$, wrong in sign and size. The geometric shift is therefore a real feature of the laboratory wavevector; it just carries no flux.

## A bend that does produce a field

Let the ribbon now contract transversely as it is stretched, with $\nu=0.2$:

$$\rho(Y)=R+Y-\frac{\nu Y^2}{2R}.$$

To second order in the coordinates, $u_x=XY/R$ and $u_y=-(X^2+\nu Y^2)/(2R)$. Hence $\varepsilon_{xx}=Y/R$, $\varepsilon_{yy}=-\nu Y/R$, $\varepsilon_{xy}=0$, and again $\omega=-X/R$. The bonds are no longer stretched equally, and

$$Q_x=\frac{\beta(1+\nu)}{2a}\frac YR,\qquad b=-\partial_YQ_x=-\frac{\beta(1+\nu)}{2aR}=-\frac{3.6}{560}\ \mathrm{nm^{-2}}=-0.00643\ \mathrm{nm^{-2}}.$$

The field magnitude is $658.2\times0.00643=4.23$ T. The false term is $+0.00864\ \mathrm{nm^{-2}}$, as before, since the rotation is the same to this order. Adding it would reverse the sign of the field and leave 1.45 T.

The first Landau level separates the two predictions:

$$\hbar v\sqrt{2|b|}=0.630\sqrt{2\times0.00643}\ \mathrm{eV}=71.4\ \mathrm{meV},$$

against 41.9 meV for the false sum. Diagonalization gives 71.4, 101.0 and 123.7 meV for $n=1,2,3$, in agreement with the hopping-only formula to better than 0.02 per cent of each level. The ribbon is about 13 magnetic lengths wide, the magnetic length being $|b|^{-1/2}=12.5$ nm, so these states at its centre have room to form. Inverting the formula for the computed first level returns 4.23 T. This close agreement holds for the states centred at $Y=0$. At other wavevectors the states sit where the strain is finite and the levels tilt: for centres near $Y=-40$ and $+40$ nm the first level is 70.5 and 72.4 meV, and the same inversion gives 4.12 and 4.34 T.

The loop integral of the numerically located $\mathbf k_D$ makes the same distinction in laboratory coordinates. Around a material square of side 40 nm it is $-10.29$ rad, which agrees with $b$ times the area of $1600\ \mathrm{nm^2}$. With $\beta=0$, where only geometry remains, its magnitude is below $10^{-12}$ rad. Removing the rotation from that purely geometric case produces 13.82 rad. For the conformal bend, the integral with both geometry and hopping included is below $10^{-8}$ rad. The remaining values are in the numerical output.

## Conditions and limits

A dislocation breaks the assumption of a single-valued displacement. A loop closed in the laboratory then fails to close in material coordinates by the Burgers vector $\mathbf b_{\mathrm d}$, and

$$\oint F^{-T}\mathbf K\cdot d\mathbf r=\oint\mathbf K\cdot d\mathbf X=\pm\mathbf K\cdot\mathbf b_{\mathrm d},$$

with the sign set by the loop direction. For $\mathbf b_{\mathrm d}=\boldsymbol\delta_2-\boldsymbol\delta_3$ the phase is $4\pi/3$, and its exponential is a cube root of unity different from one. The curl of the geometric term is still zero away from the core, but the phase around the core cannot be removed by a single-valued change of the envelope function. The geometric contribution is thus a localized flux, not a distributed field. The strain around the dislocation also changes the hoppings, and through $\mathbf Q$ it gives a distributed field that falls as $1/r^2$ and changes sign with direction; in isotropic elasticity with the present parameters it is several tesla at 10 nm from the core.

A relative displacement $\mathbf s$ of the two sublattices, which strain may induce, does not revive the geometric term. It multiplies all three local bond phases by the common factor $e^{i\mathbf k\cdot\mathbf s}$, which cannot move a zero of their sum. It does alter the bond lengths, and through them $\mathbf Q$; the coefficient derived above assumes $\mathbf s=0$. The effect is of the same order as $\mathbf Q$ itself: for $\varepsilon_{xx}=10^{-3}$ and $\varepsilon_{yy}=-2\times10^{-4}$, a shift $s_y=6\times10^{-4}a$ makes the three bonds equal and cancels $\mathbf Q$, and half that shift halves it. The field values given here are therefore those of the unrelaxed model.

At larger strain or for faster variation, the linear formula for $\mathbf Q$ and the neglect of velocity gradients lose accuracy. Once one hopping exceeds the sum of the other two, there is no local Dirac point left to displace; for $\beta=3$ a pure stretch along $x$ reaches this limit near 30 per cent. Hopping beyond nearest neighbours and strain-induced site potentials are outside this model. The bends are imposed and the sheet is held flat, although the inner edge is compressed by about 4 per cent, which a free sheet could relieve by buckling. The gradient identity itself does not depend on small strain, but it requires a smooth, single-valued map between the atoms and their laboratory positions.

## Values computed for the example and the checks

```
bond length a = 0.14 nm
hopping t = 3.0 eV
decay beta = 3.0, contraction nu = 0.2 (no unit)
bending radius R = 2000 nm
ribbon width = 160.02 nm, rows = 762
largest strain at the edge = 0.0400 (no unit)
hbar v = 0.630 eV nm
K_x = 17.2743 1/nm
hbar/e = 658.212 T nm^2
Uniform deformation D (no unit):
  D_xx, D_xy = 3.0e-04, -2.0e-04
  D_yx, D_yy = 5.0e-04, 1.0e-04
Dirac-point displacement (x, y) in 1/nm:
  found from bonds: -0.003038, 0.000243
  geometric -D^T K: -0.005182, 0.003455
  hopping Q: 0.002143, -0.003214
  sum of the two: -0.003039, 0.000241
  false, rotation dropped: -0.003039, -0.005805
Loop integrals, material square of side 40 nm, in rad:
  bend, geometry only: 6.4e-13 (magnitude)
  bend, geometry and hopping: -10.2892
  bend, formula b times area: -10.2857
  bend, geometry with rotation dropped: 13.8198
  conformal, geometry and hopping: 4.8e-09 (magnitude)
  conformal, rotation dropped: 13.8192
curl b from hopping = -0.006429 1/nm^2
false geometric curl K_x/R = 0.008637 1/nm^2
magnetic length = 12.47 nm
|B| from hopping = 4.231 T
|B| false geometric term = 5.685 T
|B| false sum = 1.454 T
|B| inferred from computed level 1 = 4.231 T
Bent ribbon levels, computed and hopping-only formula, in meV:
  n = 1: 71.432, 71.435
  n = 2: 101.016, 101.025
  n = 3: 123.713, 123.730
  n = 1 from the false sum: 41.871 meV
Conformally bent ribbon:
  level 1 computed = 6.161 meV
  level 1 size quantization = 6.160 meV
  level 2 / level 1 = 3.0000 (no unit)
  false Landau level 1 = 82.802 meV
dislocation phase K.burgers = 1.3333 pi rad
```
